# Why does a metal level on one graphene sublattice open a gap?

**Question.** Graphene lies on a metal contact so that a metal orbital couples to one of its two sublattices. Why does this open a gap at the Dirac point, and how does the gap depend on the coupling and on the energy of the metal level?

**Answer.** The two bands of free graphene touch because electrons on sublattices A and B have equal energy and, at the corners of the Brillouin zone, no matrix element connects them. A metal level coupled to A shifts the energy of A and leaves that of B alone, so the equality is lost.

**What keeps the Dirac point closed**

Take one \(p_z\) orbital per carbon atom, hopping \(-\gamma\) between neighbours, and the zero of energy at the common orbital energy. An A atom has three B neighbours at vectors \(\boldsymbol\delta_j\) of length \(a/\sqrt3\), spaced by 120°, where \(a\) is the lattice constant. The Bloch matrix element between the sublattices is

\[
f(\mathbf k)=-\gamma\sum_{j=0}^{2}e^{i\mathbf k\cdot\boldsymbol\delta_j}.
\]

At the zone corner K the three phases are, apart from a common factor, \(1,\omega,\omega^2\) with \(\omega=e^{2\pi i/3}\). Their sum is zero, so \(f(\mathbf K)=0\).

Now let \(\mathbf k=\mathbf K+\boldsymbol\kappa\), with \(\boldsymbol\kappa\) small and at angle \(\theta\) to \(\boldsymbol\delta_0\). To first order each phase gains a factor \(1+i\boldsymbol\kappa\cdot\boldsymbol\delta_j\), where \(\boldsymbol\kappa\cdot\boldsymbol\delta_j=(\kappa a/\sqrt3)\cos(2\pi j/3-\theta)\). The sum needed is

\[
\sum_j\omega^j\cos\!\left(\tfrac{2\pi j}{3}-\theta\right)
=\tfrac12\sum_j\left(\omega^{2j}e^{-i\theta}+e^{i\theta}\right)=\tfrac32e^{i\theta},
\]

because \(\sum_j\omega^{2j}=0\). Hence

\[
|f|\equiv q=\hbar v\kappa,\qquad \hbar v=\frac{\sqrt3}{2}a\gamma .
\]

Suppose a perturbation gives the sublattices energies \(e_A,e_B\) and adds a small constant \(c\) to the element between them. The two energies become

\[
E=\frac{e_A+e_B}{2}\pm\sqrt{\frac{(e_A-e_B)^2}{4}+|f+c|^2}.
\]

Near K, \(f\) takes every small complex value, so at some momentum \(f=-c\). The constant \(c\) therefore moves the crossing without opening it. The smallest separation is \(|e_A-e_B|\): a perturbation of this kind opens a gap only if it makes the sublattice energies unequal.

**How a contact can select one sublattice**

Let the metal surface match the graphene lattice, with one metal atom per cell directly below each A atom. In-plane momentum is then conserved. Let the metal orbital be symmetric about the vertical axis, like an \(s\) or \(d_{z^2}\) orbital, with coupling \(t\) (taken real) to the A atom above it. It may also couple to the three surrounding B atoms, equally to each. At K these contributions carry the phases \(1,\omega,\omega^2\) and cancel. At that momentum the orbital sees A alone.

An axially symmetric orbital below the centre of a hexagon has three A and three B neighbours. Within each set the phases again cancel at K, so it couples to neither sublattice there and the Dirac point survives.

**The second-order shift**

Let \(\Delta\) be the energy of the metal level at K, measured from the Dirac energy. Spin is treated one species at a time, and the orbitals are taken as orthogonal. In the basis (A, B, metal),

\[
H=\begin{pmatrix}0&f&t\\ f^*&0&0\\ t&0&\Delta\end{pmatrix}.
\]

At K, \(f=0\). The coupling has no matrix element within the graphene pair, so there is no first-order shift. In second order an electron on A makes a virtual visit to the metal level and returns:

\[
\delta E_A=\frac{t\cdot t}{0-\Delta}=-\frac{t^2}{\Delta},\qquad \delta E_B=0 .
\]

The denominator is the starting energy minus the intermediate energy. A metal level above the Dirac energy (\(\Delta>0\)) pushes A down; one below pushes A up. There is no A–B term in this order, since B has no path to the metal. The gap is

\[
\boxed{E_{\rm gap}\simeq\frac{t^2}{|\Delta|}},\qquad |t|\ll|\Delta| .
\]

It is quadratic in \(t\) because the electron must go and come back.

Close to K, with \(q\ll|\Delta|\), the leading effective Hamiltonian has diagonal entries \(-s\) and \(0\), where \(s=t^2/\Delta\), and off-diagonal element \(f\). Its eigenvalues obey \(E(E+s)=q^2\), so

\[
E=-\frac s2\pm\sqrt{\frac{s^2}{4}+q^2}.
\]

The separation \(\sqrt{s^2+4q^2}\) is smallest at K, where it equals \(|s|\).

**Does the gap survive beyond second order?**

Write the amplitudes as \(\alpha,\beta,\mu\) on A, B and metal. The eigenvalue equations are

\[
E\alpha=f\beta+t\mu,\qquad E\beta=f^*\alpha,\qquad E\mu=t\alpha+\Delta\mu .
\]

For \(E\neq0,\Delta\), the last two give \(\beta=f^*\alpha/E\) and \(\mu=t\alpha/(E-\Delta)\). Inserting them in the first and multiplying by \(E/\alpha\) gives

\[
E\left[E-\frac{t^2}{E-\Delta}\right]=q^2 .
\]

(If \(\alpha\) were zero, \(\beta\) and \(\mu\) would vanish too.) At K one state is pure B at \(E=0\). The other two satisfy \(E^2-\Delta E-t^2=0\):

\[
E_\pm=\frac{\Delta\pm\sqrt{\Delta^2+4t^2}}{2}.
\]

Take \(\Delta>0\). The left side of the equation for \(q^2\) can be factored as

\[
\frac{E(E-E_-)(E-E_+)}{E-\Delta}.
\]

For \(E_-<E<0\) the factors \(E\), \(E-E_+\) and \(E-\Delta\) are negative, while \(E-E_-\) is positive. The whole is negative and cannot equal \(q^2\). No momentum has a state in this window, as long as the metal level is flat. The case \(\Delta<0\) is its mirror image: reversing the sign of \(H\) and of the A amplitude restores \(f\) and \(t\) but reverses \(\Delta\). In this model, therefore,

\[
E_{\rm gap}=\frac{\sqrt{\Delta^2+4t^2}-|\Delta|}{2}
=\frac{t^2}{|\Delta|}-\frac{t^4}{|\Delta|^3}+\dots
\]

The expansion uses \(\sqrt{1+4x}=1+2x-2x^2+\dots\) with \(x=t^2/\Delta^2\).

As \(\Delta\to0\) the second-order formula diverges, but the full expression tends to \(|t|\). At resonance A and the metal level form a pair at \(\pm|t|\), with B midway between them. The determinant is then \(E(E^2-t^2-q^2)\), so a state stays at zero energy for every \(q\), and the spectrum is not empty at the Dirac energy.

**What if the level couples to both sublattices?**

With couplings \(t_A,t_B\) to the same level, the second-order terms are \(-t_A^2/\Delta\) on A, \(-t_B^2/\Delta\) on B and \(-t_At_B/\Delta\) between them. The last merely moves the crossing, so the smallest gap is \(|t_A^2-t_B^2|/|\Delta|\) to this order.

For \(t_A=t_B=t\) the closure holds beyond second order. Eliminating the metal amplitude adds \(\sigma=t^2/(E-\Delta)\) to all four elements of the graphene block. At the momentum where \(f=-\sigma\), both sublattices have \(E=\sigma\), which for \(\Delta>0\) is the equation for \(E_-\), and the bands touch. This needs the lattice to reach \(f=-\sigma\); for a level bridging one A and one B atom it does so while \(|E_-|\le\gamma\). In a lattice-matched contact, imbalance between the sublattices opens the gap and coupling by itself does not. The rule fails once the contact mixes the two valleys: \(d_{xz}\pm id_{yz}\) levels at \(\Delta=2\) eV below one hexagon in three, in a \(\sqrt3\times\sqrt3\) pattern with 0.3 eV to each of the six neighbours, leave A and B equivalent yet open a gap of 0.24 eV.

**A numerical example**

Take \(\Delta=2.0\) eV, \(t=0.6\) eV, \(\gamma=2.7\) eV and \(a=0.246\) nm. These are rough trial inputs, with \(\Delta\) and \(t\) of the order found for graphene chemisorbed on a \(3d\) metal such as nickel (111). Then

\[
\frac{t^2}{\Delta}=\frac{0.36}{2.0}=0.180\ \text{eV},\qquad
\frac{\sqrt{4.00+1.44}-2.0}{2}=0.166\ \text{eV}.
\]

The second-order value is 8% above the full three-level one. The next term, \(-0.016\) eV, slightly overcorrects this difference of 0.014 eV. The upper edge of the gap is pure B. The lower edge has weight 0.93 on A and 0.07 on the metal.

With \(\hbar v=0.575\) eV nm, the splitting \(2q\) of free graphene equals the gap at \(\kappa=0.166/(2\times0.575)=0.14\) nm⁻¹. The distance from the zone centre to K is 17 nm⁻¹, so the gap reshapes the Dirac crossing only in a small region around K. The upper cone is altered again farther out, where \(|f|\approx2\) eV and it meets the metal level. On the lattice this happens at \(\kappa\) between 3.2 and 4.3 nm⁻¹, depending on direction.

Diagonalizing a periodic lattice of 12 × 12 cells, with an added coupling of 0.2 eV from each metal atom to its three B neighbours, again gives 0.166 eV. With the metal atoms below the hexagon centres and 0.6 eV to all six neighbours, four states remain at zero energy: two sublattices in each of two valleys.

If the level instead couples with 0.6 eV to both A and B at K, the states there split by 0.31 eV, yet the bands touch at \(q=0.166\) eV. A splitting at the old K point is thus no proof of a gap.

For \(\Delta=0.2\) eV and the same \(t\), the second-order formula gives 1.8 eV, against 0.51 eV from the three-level model. Perturbation theory has failed there.

**What the model leaves out**

Each effect below is added alone, with the other inputs held fixed and its size chosen as a rough trial value.

- **Decay into the bulk.** If the metal level has full width \(\Gamma\), replace \(\Delta\) by \(\Delta-i\Gamma/2\). The shift of A becomes \(-t^2/(\Delta-i\Gamma/2)\), and minus twice its imaginary part is the width \(t^2\Gamma/(\Delta^2+\Gamma^2/4)\). For \(\Gamma=0.5\) eV this is 0.044 eV; the complex eigenvalue of the A–metal pair gives 0.035 eV, about a fifth of the gap. The gap becomes a dip in the carbon-projected density of states, resolved when \(\Gamma\ll|\Delta|\). For \(\Gamma=0.5\) eV this density is 0.0015 per eV per cell in mid-gap, against about 0.0065 just outside either edge. The tail of the metal level adds about 0.018 throughout, so in the total density the dip is shallow.
- **Metal dispersion.** Let the metal band keep its energy of 2.0 eV at K but fall to \(-0.70\) eV elsewhere in the zone. The splitting at K stays 0.166 eV, but metal states now cross the gap energy at other momenta.
- **Exchange splitting.** Levels 0.3 eV apart for the two spins, centred on 2.0 eV, give gaps of 0.178 and 0.156 eV.
- **Orbital overlap.** An overlap of \(+0.1\) between the A and metal orbitals, of the same sign as \(t\), changes the coupling to \(t-0.1E\). Since \(E\) is negative at the lower edge, the gap grows to 0.175 eV. An overlap of \(-0.1\), opposite in sign to \(t\) as is usual for atomic orbitals, shrinks it to 0.158 eV.
- **A second level.** Second-order shifts add, so levels on opposite sides of the Dirac energy oppose each other. One at \(-3.0\) eV with coupling 0.3 eV pushes A up by about \(0.09/3.0=0.03\) eV, and the gap falls to 0.137 eV.
- **A direct potential on A.** A potential \(u\) acts in first order. For \(u=+0.05\) eV it opposes the downward shift and leaves 0.120 eV; for \(u=-0.05\) eV the gap is 0.213 eV.

**The real contact**

Nickel (111) nearly matches the graphene lattice, and many of its \(d\) levels lie above the lowered Dirac energy, by up to a few eV. One weak assumption is the single, axially symmetric orbital. Orbitals such as \(d_{xz}\pm id_{yz}\) carry phases of their own, and at K one of the pair can compensate \(1,\omega,\omega^2\), so that its couplings to the three B atoms add. Three couplings of 0.2 eV would then give 0.6 eV, equal to \(t\); at the same detuning B would shift as much as A, and the gap would vanish. Such a balance is not far-fetched. Harrison's two-centre estimate for nickel 2.1 Å below the sheet gives about 1.0 eV on A and 0.9 eV on B at K. With all five \(d\) levels placed at 2 eV the gap is then 0.06 eV, against 0.42 eV from \(d_{z^2}\) alone, and it ranges from 0.12 to 0.02 eV for heights of 2.0 to 2.2 Å. The figure of 0.17 eV is thus a result for the stated model, not a prediction for nickel.

The gap is also about six times the thermal energy at 300 K, 0.026 eV, but this does not make the contact insulating. The Dirac energy lies well below the Fermi level, where metal states still carry current.

All numerical values are calculated from the stated model.
